# Counting Dangling Bonds in the DAS Model of Si(111)-(7x7): test program

```python
# Dangling bonds of Si(111): the cut crystal has N^2 per NxN cell, and the
# dimer-adatom-stacking-fault (DAS) structure with N = 2n+1 has 2n^2+1,
# so 49 becomes 19 for N = 7.
# Atoms are placed explicitly and bonds are found by distance. A dangling
# bond is one of the four bonds of a Si atom that has no partner.
# Layers: 0 = lower half of second bilayer, 1 = upper half of second bilayer,
# 2 = lower half of top bilayer, 3 = upper half of top bilayer, 4 = adatoms.
# Lengths are in nm; in-plane positions (u, v) are in units of the 1x1 vectors.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

lattice = const.value("lattice parameter of silicon") * 1e9
spacing = lattice / np.sqrt(2)            # 1x1 surface lattice constant
bond = lattice * np.sqrt(3) / 4           # bulk bond length
cutoff = 1.2 * bond                       # between first and second neighbours
vectors = spacing * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
dimer_shift = (spacing - bond) / (2 * spacing)


def substrate(N):
    atoms = []
    for i in range(N):
        for j in range(N):
            atoms.append((i + 2 / 3, j + 2 / 3, -4 * bond / 3, 0))
            atoms.append((i, j, -bond, 1))
    return atoms


def cut_crystal(N, upper=True, adatom_sites=()):
    atoms = substrate(N)
    for i in range(N):
        for j in range(N):
            atoms.append((i, j, 0.0, 2))
            if upper:
                atoms.append((i + 1 / 3, j + 1 / 3, bond / 3, 3))
    atoms += [(i, j, 2 * bond / 3, 4) for i, j in adatom_sites]
    return atoms


def das(n, dimers=True, adatoms=True, corner_atom=False):
    N = 2 * n + 1
    atoms = substrate(N)
    for i in range(N):
        for j in range(N):
            if i == 0 and j == 0 and not corner_atom:
                continue
            u, v = float(i), float(j)
            if dimers and (i, j) != (0, 0):
                if j == 0:
                    u += dimer_shift if i % 2 else -dimer_shift
                elif i == 0:
                    v += dimer_shift if j % 2 else -dimer_shift
                elif i + j == N:
                    step = dimer_shift if i % 2 else -dimer_shift
                    u, v = u + step, v - step
            atoms.append((u, v, 0.0, 2))
    for p in range(N - 1):
        for q in range(N - 1 - p):
            u, v = p + 2 / 3, q + 2 / 3
            atoms.append((u, v, bond / 3, 3))            # faulted half
            atoms.append((N - u, N - v, bond / 3, 3))    # unfaulted half
    if adatoms:
        for i in range(1, N, 2):
            for j in range(1, N - i, 2):
                atoms.append((i, j, 2 * bond / 3, 4))
                atoms.append((N - i, N - j, 2 * bond / 3, 4))
    return atoms


def analyse(atoms, N):
    data = np.array(atoms, dtype=float)
    layer = data[:, 3].astype(int)
    xyz = np.column_stack([data[:, :2] @ vectors, data[:, 2]])
    links = np.zeros((len(data), len(data)), dtype=int)
    for p in (-1, 0, 1):
        for q in (-1, 0, 1):
            image = np.append(N * (np.array([p, q]) @ vectors), 0.0)
            gap = np.linalg.norm(xyz[:, None] - xyz[None] - image, axis=2)
            links += (gap < cutoff) & (gap > 1e-6)
    # An adatom nearly touches the lower atom under it; that atom already has
    # four bonds, so this contact is recorded but is not a bond.
    contact = (layer[:, None] == 4) & (layer[None] == 2)
    contacts = int(links[contact].sum())
    links[contact | contact.T] = 0
    missing = 4 - links.sum(axis=1)
    assert missing.min() >= 0                       # nobody exceeds four bonds
    assert np.all(missing[layer == 0] == 1)         # only the bond to the bulk
    per_layer = [int(missing[layer == k].sum()) for k in range(1, 5)]
    return sum(per_layer), per_layer, contacts, links, layer


n, N = 3, 7
ideal_atoms, das_atoms = cut_crystal(N), das(n)
ideal = analyse(ideal_atoms, N)[0]
inside_cut = analyse(cut_crystal(N, upper=False), N)[0]
total, per_layer, contacts, links, layer = analyse(das_atoms, N)
no_adatoms = analyse(das(n, adatoms=False), N)[0]
no_dimers = analyse(das(n, dimers=False, adatoms=False), N)[0]
filled_corner = analyse(das(n, corner_atom=True), N)[0]
assert ideal == N**2 == 49 and inside_cut == 3 * N**2
assert total == 19 and per_layer == [1, 0, 6, 12]
assert no_adatoms == N * (N - 1) + 1
assert no_dimers - no_adatoms == 3 * (N - 1)
assert filled_corner - total == 2

atoms_in = [int(np.sum(layer == k)) for k in range(5)]
dimer_bonds = int(links[np.ix_(layer == 2, layer == 2)].sum()) // 2
up_bonds = int(links[np.ix_(layer == 2, layer == 3)].sum())
assert dimer_bonds == 3 * n
assert up_bonds == 3 * N * (N - 1)
assert contacts == atoms_in[4] == n * (n + 1)

# Faulted upper atoms lie straight above atoms of the deepest layer shown.
deep = np.array([a[:2] for a in das_atoms if a[3] == 0])
top = np.array([a[:2] for a in das_atoms if a[3] == 3])
same = np.linalg.norm(top[:, None] - deep[None], axis=2) < 1e-6
faulted = int(same.any(axis=1).sum())
assert faulted == N * (N - 1) // 2

extra_atoms = len(das_atoms) - len(ideal_atoms)
family = {}
for m in range(1, 5):
    size = 2 * m + 1
    structure = das(m)
    count, split = analyse(structure, size)[:2]
    assert count == 2 * m**2 + 1
    assert split == [1, 0, m * (m - 1), m * (m + 1)]
    assert len(structure) - len(cut_crystal(size)) == (m - 2) * (m + 1)
    family[size] = count
assert family[3] / 9 < family[5] / 25 < family[7] / 49 < family[9] / 81

# Adatoms alone on the cut crystal, in the sqrt3 x sqrt3 pattern.
root3_sites = [(i, j) for i in range(3) for j in range(3) if (i - j) % 3 == 0]
root3 = analyse(cut_crystal(3, adatom_sites=root3_sites), 3)[0]
assert root3 / 9 < total / 49

electrons_left = total - 2 * (per_layer[0] + per_layer[2])
assert total % 2 == 1

# Densities and exposure to residual water vapour.
cell_edge = N * spacing
area = abs(np.linalg.det(N * vectors))
density_ideal, density_das = ideal / area, total / area       # nm^-2
temperature, pressure_torr, mass_u = 300.0, 1e-11, 18.015
lost = 0.01
pressure = pressure_torr * const.torr
mass = mass_u * const.atomic_mass
kT = const.k * temperature
flux = pressure / np.sqrt(2 * np.pi * mass * kT)              # m^-2 s^-1
thermal_speed = np.sqrt(kT / mass)
mean_inward = quad(lambda x: x * np.exp(-x**2 / 2) / np.sqrt(2 * np.pi),
                   0, 12)[0] * thermal_speed
assert abs(pressure / kT * mean_inward / flux - 1) < 1e-7
time_das = lost * density_das * 1e18 / (2 * flux)
time_ideal = lost * density_ideal * 1e18 / (2 * flux)
# If both sites must be free, the uptake falls as (1 - occupied fraction)^2.
depletion = quad(lambda x: 1 / (1 - x)**2, 0, lost)[0] / lost
assert abs(depletion - 1 / (1 - lost)) < 1e-9

miscut = 0.1
step_height = 4 * bond / 3
terrace = step_height / np.tan(np.radians(miscut))
step_share = cell_edge * np.sqrt(3) / 2 / terrace
under_adatom = 2 * bond / 3
bend = np.degrees(np.arctan2(spacing / np.sqrt(3), bond / 3))

print(f"Si lattice parameter: {lattice:.4f} nm")
print(f"1x1 surface lattice constant: {spacing:.4f} nm")
print(f"Bulk bond length: {bond:.4f} nm")
print(f"Bond search cutoff: {cutoff:.4f} nm")
print(f"Dangling bonds, cut between bilayers: {ideal} per 7x7 cell")
print(f"Dangling bonds, cut inside a bilayer: {inside_cut} per 7x7 cell")
print(f"Upper atoms of top bilayer in DAS: {atoms_in[3]} per cell")
print(f"Upper atoms in the faulted half: {faulted} per cell")
print(f"Lower atoms of top bilayer in DAS: {atoms_in[2]} per cell")
print(f"Dimers: {dimer_bonds} per cell")
print(f"Bonds from lower to upper atoms: {up_bonds} per cell")
print(f"Adatoms: {atoms_in[4]} per cell")
print(f"Dangling, no dimers and no adatoms: {no_dimers} per cell")
print(f"Dangling, dimers but no adatoms: {no_adatoms} per cell")
print(f"Dangling, full DAS but corner atom kept: {filled_corner} per cell")
print(f"Dangling on adatoms: {per_layer[3]} per cell")
print(f"Dangling on rest atoms: {per_layer[2]} per cell")
print(f"Dangling on lower atoms of top bilayer: {per_layer[1]} per cell")
print(f"Dangling in corner hole: {per_layer[0]} per cell")
print(f"Dangling, full DAS: {total} per cell")
print(f"Dangling bonds removed: {ideal - total} per cell")
print(f"Fraction removed: {100 * (ideal - total) / ideal:.1f} %")
print(f"Extra atoms relative to cut crystal: {extra_atoms} per cell")
for size, count in family.items():
    print(f"DAS {size}x{size}: {count} per cell, "
          f"{count / size**2:.3f} per 1x1 cell")
print(f"sqrt3 adatom layer: {root3 / 9:.3f} per 1x1 cell")
print(f"Electrons left for adatom orbitals: {electrons_left} per cell")
print(f"7x7 cell edge: {cell_edge:.3f} nm")
print(f"7x7 cell area: {area:.3f} nm^2")
print(f"Dangling density, cut crystal: {density_ideal:.3f} nm^-2"
      f" = {density_ideal * 1e14:.3e} cm^-2")
print(f"Dangling density, DAS: {density_das:.3f} nm^-2"
      f" = {density_das * 1e14:.3e} cm^-2")
print(f"Temperature: {temperature:.0f} K")
print(f"Water partial pressure: {pressure_torr:.1e} Torr")
print(f"Water molecular mass: {mass_u:.3f} u")
print(f"Water impingement flux: {flux * 1e-4:.3e} cm^-2 s^-1")
print(f"Fraction of dangling bonds lost: {100 * lost:.1f} %")
print(f"Time to lose it, DAS: {time_das:.0f} s = {time_das / 60:.1f} min")
print(f"Time to lose it, cut crystal: {time_ideal:.0f} s")
print(f"Time increase from site depletion: {100 * (depletion - 1):.2f} %")
print(f"Time, DAS, sticking probability 0.5: {time_das / 0.5:.0f} s")
print(f"Miscut angle: {miscut:.1f} degrees")
print(f"Bilayer step height: {step_height:.4f} nm")
print(f"Terrace width: {terrace:.0f} nm")
print(f"Share of surface in one cell row per step: {100 * step_share:.1f} %")
print(f"Unrelaxed contact under adatom: {under_adatom:.4f} nm")
print(f"Adatom bond angle from surface normal: {bend:.1f} degrees")
print("tests ok")
```

It prints:

```
Si lattice parameter: 0.5431 nm
1x1 surface lattice constant: 0.3840 nm
Bulk bond length: 0.2352 nm
Bond search cutoff: 0.2822 nm
Dangling bonds, cut between bilayers: 49 per 7x7 cell
Dangling bonds, cut inside a bilayer: 147 per 7x7 cell
Upper atoms of top bilayer in DAS: 42 per cell
Upper atoms in the faulted half: 21 per cell
Lower atoms of top bilayer in DAS: 48 per cell
Dimers: 9 per cell
Bonds from lower to upper atoms: 126 per cell
Adatoms: 12 per cell
Dangling, no dimers and no adatoms: 61 per cell
Dangling, dimers but no adatoms: 43 per cell
Dangling, full DAS but corner atom kept: 21 per cell
Dangling on adatoms: 12 per cell
Dangling on rest atoms: 6 per cell
Dangling on lower atoms of top bilayer: 0 per cell
Dangling in corner hole: 1 per cell
Dangling, full DAS: 19 per cell
Dangling bonds removed: 30 per cell
Fraction removed: 61.2 %
Extra atoms relative to cut crystal: 4 per cell
DAS 3x3: 3 per cell, 0.333 per 1x1 cell
DAS 5x5: 9 per cell, 0.360 per 1x1 cell
DAS 7x7: 19 per cell, 0.388 per 1x1 cell
DAS 9x9: 33 per cell, 0.407 per 1x1 cell
sqrt3 adatom layer: 0.333 per 1x1 cell
Electrons left for adatom orbitals: 5 per cell
7x7 cell edge: 2.688 nm
7x7 cell area: 6.258 nm^2
Dangling density, cut crystal: 7.830 nm^-2 = 7.830e+14 cm^-2
Dangling density, DAS: 3.036 nm^-2 = 3.036e+14 cm^-2
Temperature: 300 K
Water partial pressure: 1.0e-11 Torr
Water molecular mass: 18.015 u
Water impingement flux: 4.778e+09 cm^-2 s^-1
Fraction of dangling bonds lost: 1.0 %
Time to lose it, DAS: 318 s = 5.3 min
Time to lose it, cut crystal: 819 s
Time increase from site depletion: 1.01 %
Time, DAS, sticking probability 0.5: 635 s
Miscut angle: 0.1 degrees
Bilayer step height: 0.3136 nm
Terrace width: 180 nm
Share of surface in one cell row per step: 1.3 %
Unrelaxed contact under adatom: 0.1568 nm
Adatom bond angle from surface normal: 70.5 degrees
tests ok
```
